# The Dipole-Forbidden 1s to 2s Excitation of Hydrogen by Electrons

## Problem

A fast electron in a lithographic resist loses energy by exciting bound electrons. How strongly it drives a transition depends on the momentum it transfers. The hydrogen atom has a transition, 1s to 2s, for which this dependence can be found in closed form and for which the absorption of a single photon in the dipole approximation gives nothing at all.

Take a free hydrogen atom with a fixed proton and a nonrelativistic electron, without spin forces. Use atomic units ($\hbar=m_e=e=a_0=1$) unless another unit is stated. For momentum transfer $\mathbf q$, define

$$
F(q)=\langle 2s|e^{i\mathbf q\cdot\mathbf r}|1s\rangle,\qquad
f(q)=\frac{2\Delta E}{q^2}|F(q)|^2,
$$

where $\Delta E$ is the excitation energy. The function $f$ is the generalized oscillator strength.

1. Calculate $F(q)$ and $f(q)$.
2. Show that $f$ vanishes in the optical limit $q\to0$, and explain why.
3. Show that $f$ has a single maximum, near $q=0.67$ inverse bohr.
4. Compare with 1s to 2p. Is the maximum still visible if the two transitions are not separated, or if the final state is a mixture of 2s and 2p?
5. For a 5 keV electron, find the scattering angle that belongs to the maximum and the total 1s to 2s cross section in the first Born approximation. Do most of these collisions occur near the maximum of $f$?
6. Judge the neglected effects and the relevance of the result to a real resist.

## Solution

### 1. The matrix element

The normalized radial functions are

$$
R_{10}=2e^{-r},\qquad R_{20}=\frac{1}{\sqrt2}\left(1-\frac r2\right)e^{-r/2}.
$$

Both states have the angular factor $1/\sqrt{4\pi}$, so the angular integral is the average of the plane wave over directions. With $\mu=\cos\theta$ measured from $\mathbf q$,

$$
\frac12\int_{-1}^{1}e^{iqr\mu}\,d\mu=\frac{\sin qr}{qr}.
$$

The product of the radial functions is $\sqrt2\,(1-r/2)e^{-3r/2}$. One power of $r$ in the volume element $r^2dr$ cancels against the denominator, which leaves

$$
F(q)=\frac{\sqrt2}{q}\int_0^\infty\left(r-\frac{r^2}{2}\right)e^{-ar}\sin qr\,dr,\qquad a=\frac32 .
$$

Put $D=q^2+a^2$ and start from

$$
\int_0^\infty e^{-ar}\sin qr\,dr=\frac qD .
$$

Each application of $-\partial/\partial a$ brings down one factor $r$. Since $\partial D/\partial a=2a$,

$$
\int_0^\infty r e^{-ar}\sin qr\,dr=\frac{2aq}{D^2},
$$

$$
\int_0^\infty r^2e^{-ar}\sin qr\,dr
=-\frac{2q}{D^2}+\frac{8a^2q}{D^3}
=\frac{2q(3a^2-q^2)}{D^3}.
$$

Therefore

$$
F=\sqrt2\left[\frac{2a}{D^2}-\frac{3a^2-q^2}{D^3}\right]
=\frac{\sqrt2}{D^3}\left[2a(q^2+a^2)-3a^2+q^2\right].
$$

For $a=3/2$ the bracket is $3q^2+27/4-27/4+q^2=4q^2$. The constant terms cancel, and

$$
F(q)=\frac{4\sqrt2\,q^2}{(q^2+9/4)^3}.
$$

Reversing the sign convention of either wavefunction would reverse the sign of $F$ but leave $|F|^2$ unchanged.

The level energies are $-1/2$ and $-1/8$, so $\Delta E=3/8$ and $2\Delta E=3/4$. With $|F|^2=32q^4/D^6$,

$$
f(q)=\frac{3}{4q^2}\,\frac{32q^4}{D^6}
=\frac{24q^2}{(q^2+9/4)^6}.
$$

### 2. The optical limit

For small $q$ the denominator tends to $(9/4)^6$, so

$$
f(q)\simeq 24\left(\frac49\right)^6q^2=0.185\,q^2\to0 .
$$

The reason is seen by expanding the plane wave before integrating:

$$
F=\langle2s|1s\rangle+iq\langle2s|z|1s\rangle-\frac{q^2}{2}\langle2s|z^2|1s\rangle+\cdots
$$

The first term vanishes because the states are orthogonal. The second vanishes because both states are even under inversion while $z$ is odd. In the third term, spherical symmetry allows $z^2$ to be replaced by $r^2/3$, so $F\simeq-(q^2/6)\langle2s|r^2|1s\rangle$. The remaining integral is

$$
\langle2s|r^2|1s\rangle=\sqrt2\left(\frac{4!}{a^5}-\frac{5!}{2a^6}\right)
=\sqrt2\,\frac{24a-60}{a^6}=-\frac{24\sqrt2}{a^6}=-2.980 .
$$

Hence $F\simeq4\sqrt2\,q^2/a^6$, in agreement with the closed form. The division by $q^2$ in the definition of $f$ is just enough to give a dipole-allowed transition, with $F\propto q$, a finite limit. Here $F\propto q^2$, and one factor $q^2$ survives in $f$.

A fast electron can still drive the transition because the Fourier components of its potential with finite $q$ vary across the atom. To lowest order in $q$ they couple to the radial extent of the charge cloud, through $r^2$, and not to a displacement of the cloud. In position space, and to first order in the interaction, this requires the projectile to penetrate the cloud: the product of the two orbitals is a spherical charge density with zero total charge, which produces no potential outside itself. In second order, two dipole steps through p states let distant collisions contribute weakly (part 6).

### 3. The maximum

Let $x=q^2$. For $x>0$,

$$
\frac{d\ln f}{dx}=\frac1x-\frac{6}{x+9/4}
=\frac{9/4-5x}{x(x+9/4)} .
$$

This is positive for $x<9/20$ and negative for $x>9/20$. There is therefore one maximum, at

$$
q_{\rm m}=\sqrt{\frac{9}{20}}=\frac{3}{2\sqrt5}=0.6708\ \text{inverse bohr}=12.68\ \mathrm{nm^{-1}} .
$$

At this point $D=0.45+2.25=2.70$, so $f(q_{\rm m})=24(0.45)/(2.70)^6=0.0279$. Radial eigenstates obtained by diagonalizing the Hamiltonian on a grid, without the analytic wavefunctions, also give a maximum at 0.6708 inverse bohr.

The position reflects a competition. At small $q$ the wave is nearly uniform over the atom and cannot connect two orthogonal even states. At large $q$ it oscillates many times within the atom and the integral cancels; there $D\to q^2$ and $f\to24/q^{10}$. The scale is set by the decay constant $a=3/2$ of the product of the two orbitals, since $q_{\rm m}=a/\sqrt5$.

The maximum belongs to $f$. For $|F|^2\propto q^4/D^6$, the condition $4/q=12q/D$ gives $D=3q^2$, hence $q=3/(2\sqrt2)=1.061$ inverse bohr.

### 4. The allowed partner, and mixed final states

Choose the $z$ axis along $\mathbf q$. Then only the 2p state with $m=0$ is reached, because the plane wave does not depend on the azimuth. Its radial function is $R_{21}=re^{-r/2}/(2\sqrt6)$, and its angular factor is $\sqrt3\,\mu/\sqrt{4\pi}$. The angular integral is

$$
\frac12\int_{-1}^{1}\mu e^{iqr\mu}d\mu=i\,j_1(qr),\qquad
r\,j_1(qr)=-\frac{\partial}{\partial q}\frac{\sin qr}{qr},
$$

where $j_1$ is the spherical Bessel function. The prefactor is $\sqrt3\cdot2/(2\sqrt6)=1/\sqrt2$, so

$$
F_{2p}=\frac{i}{\sqrt2}\int_0^\infty r^3e^{-ar}j_1(qr)\,dr
=-\frac{i}{\sqrt2}\frac{\partial}{\partial q}\frac{2a}{D^2}
=\frac{i}{\sqrt2}\frac{8aq}{D^3}
=\frac{6\sqrt2\,i\,q}{D^3}.
$$

The excitation energy is the same, and thus

$$
f_{2p}(q)=\frac{3}{4q^2}\,\frac{72q^2}{D^6}=\frac{54}{D^6},\qquad
\frac{f(q)}{f_{2p}(q)}=\frac{4q^2}{9}.
$$

The allowed strength starts at 0.416 for $q=0$ and falls steadily. At $q_{\rm m}$ it is 0.139, five times the 2s value.

**Unseparated transitions.** In this model 2s and 2p have the same energy. An experiment that resolves only the energy loss sees the sum

$$
f+f_{2p}=\frac{24x+54}{(x+9/4)^6}.
$$

The sign of its derivative is that of $24(x+9/4)-6(24x+54)=-270-120x$, which is negative for all $x\ge0$. The sum has no maximum at finite $q$. The 2s maximum appears only if the final states are distinguished by something other than this common energy loss.

**A mixed final state.** Let the final state be $\cos\alpha\,|2s\rangle+\sin\alpha\,|2p\rangle$ with real coefficients, the axis of the p orbital being randomly oriented relative to $\mathbf q$. If the angle between them is $\chi$, the p amplitude is $F_{2p}\cos\chi$, and the average of $\cos^2\chi$ is $1/3$. The s amplitude is real and the p amplitude imaginary, so they do not interfere. The averaged strength is

$$
\bar f=\frac{24x\cos^2\alpha+18\sin^2\alpha}{(x+9/4)^6}.
$$

It no longer vanishes at $q=0$. Setting its derivative to zero gives

$$
24\cos^2\alpha\,(x+9/4)=6(24x\cos^2\alpha+18\sin^2\alpha),
$$

$$
x=\frac{9}{20}\left(1-2\tan^2\alpha\right).
$$

A maximum at finite $q$ survives only for $\tan^2\alpha<1/2$, that is, for a p share $\sin^2\alpha$ below one third. The zero in the optical limit is more delicate than the maximum: any p admixture removes it.

### 5. A 5 keV electron

Let the projectile have momentum $\mathbf k$ before and $\mathbf k'$ after the collision, with $\mathbf q=\mathbf k-\mathbf k'$. At position $\mathbf R$ it interacts with the atom through $1/|\mathbf R-\mathbf r|-1/R$. The proton term does not contribute, since $\langle2s|1s\rangle=0$. The Fourier transform of the electron term is $(4\pi/q^2)e^{i\mathbf q\cdot\mathbf r}$, so the first Born amplitude is

$$
A=-\frac{1}{2\pi}\,\frac{4\pi}{q^2}F=-\frac{2F}{q^2},
$$

and

$$
\frac{d\sigma}{d\Omega}=\frac{k'}{k}|A|^2=\frac{k'}{k}\frac{4|F|^2}{q^4}
=\frac{k'}{k}\frac{128}{D^6}.
$$

Although $f$ vanishes at $q=0$, the angular cross section does not. The Coulomb factor $1/q^4$ compensates the $q^4$ in $|F|^2$. Since $D$ grows with angle, the cross section is largest in the forward direction, where it is $2.76\times10^{-3}\ \mathrm{nm^2/sr}$ for this beam.

**Kinematics.** The energy loss is $3/8$ hartree, or 10.20 eV. The incident momentum is $k=\sqrt{2T}=19.17$ inverse bohr, with $T$ the kinetic energy. Energy conservation gives $k'^2=k^2-2\Delta E$. The smallest momentum transfer is

$$
q_{\min}=k-k'=\frac{2\Delta E}{k+k'}=0.0196\ \text{inverse bohr},
$$

so the point $q=0$ is not reached. At $q_{\min}$ the strength is $7.1\times10^{-5}$. From $q^2=k^2+k'^2-2kk'\cos\theta$,

$$
q^2=q_{\min}^2+4kk'\sin^2\frac\theta2 .
$$

At the maximum of $f$, $\theta\simeq q_{\rm m}/k=0.6708/19.17=0.0350$ rad, or $2.0^\circ$.

**Total cross section.** Differentiating the relation between $q$ and $\theta$ gives $q\,dq=kk'\sin\theta\,d\theta$, hence $d\Omega=2\pi q\,dq/(kk')$. Then

$$
\sigma=\frac{2\pi}{k^2}\int_{q_{\min}}^{q_{\max}}\frac{128\,q}{D^6}\,dq
=\frac{128\pi}{5k^2}\left(D_{\min}^{-5}-D_{\max}^{-5}\right),
$$

because $q\,dq=dD/2$. Here $q_{\max}=k+k'$, and the second term is negligible. With $k^2=367.5$ and $D_{\min}=2.2504$,

$$
\sigma=\frac{80.42}{367.5}\times0.01733=3.79\times10^{-3}\,a_0^2
=1.06\times10^{-5}\ \mathrm{nm^2}.
$$

A calculation in position space, with the projectile on straight lines at all relevant impact parameters and its interaction taken to first order, gives the same cross section.

**Where the collisions occur.** The rate per unit $q$ is proportional to $q/D^6$. Its maximum satisfies $1/q=12q/D$, so $D=12q^2$ and $q=3/(2\sqrt{11})=0.452$ inverse bohr, below $q_{\rm m}$. The share of collisions with $q<q_{\rm m}$ is

$$
1-\left(\frac{D_{\min}}{D(q_{\rm m})}\right)^5
=1-\left(\frac{2.2504}{2.70}\right)^5=59.8\% .
$$

The collisions are thus spread over a broad range of $q$ on both sides of the maximum of $f$, with the larger part below it. The maximum is itself broad: $f$ exceeds half its peak value for $0.31<q<1.19$, and this range holds 72% of the collisions, while only 33% have $q$ within 25% of $q_{\rm m}$.

### 6. What has been neglected

**Higher orders in the projectile interaction.** Solving the straight-line collision with coupled 1s, 2s and 2p states changes $\sigma$ by $-0.06\%$ relative to first order. At twice the speed the change is $-0.02\%$. These are estimates, not bounds, since the other bound states and the continuum are absent. The omission matters for the value: the dipole path through 2p has $\langle2s|z|2p\rangle\langle2p|z|1s\rangle=-2.23$, whereas the sum over all p states is $\langle2s|z^2|1s\rangle=-0.99$. In the Glauber approximation, which includes all intermediate states but neglects their energies, the total cross section equals the first-order one when both are taken with $q_{\min}=0$, a value 0.09% above that of part 5. Both estimates keep the projectile on a straight line. With only the static potentials of 1s and 2s, distorted partial waves change $\sigma$ by $+0.18\%$, against $+0.07\%$ on a straight line. Only the smallness of the correction to $\sigma$ should be retained, not its digits or sign. The angular distribution is more sensitive. The Glauber differential cross section exceeds the first Born one by 14% at $q_{\min}$ and by 8% at $q=0.05$, and lies 0.8% below it at $q_{\rm m}$. The finite energies of the intermediate p states add a second-order term of about $-16\%$ in the forward direction. The forward value in part 5 is therefore a first Born number, and the two corrections of about 15% that act on it happen nearly to cancel.

**Relativistic speed.** The factor $1/k^2$ in $\sigma$ stands for $1/v^2$, with $v$ the projectile speed. At 5 keV the true speed is slightly below the nonrelativistic one, and using it raises $\sigma$ by 1.5%. This is the largest of the corrections to the total cross section estimated here for the free atom; other relativistic changes in the interaction are not included in it.

**Exchange.** If projectile and atomic electron change roles, the Coulomb interaction must carry a momentum of order $k$ instead of $q$. The exchange amplitude is then smaller than the direct one by roughly $q^2/k^2$, which is 0.12% at $q_{\rm m}$. In this estimate the spin-averaged interference lowers $\sigma$ by about 0.15%.

**Motion of the proton.** The reduced mass $\mu_r=m_p/(m_p+m_e)$ enlarges the atom by $1/\mu_r$. Taken alone, this would shift the maximum by $-0.054\%$. But the electron's distance from the centre of mass is $\mu_r r$, not $r$, and this factor cancels the enlargement. The electron's form factor keeps its dependence on the physical momentum transfer. The excitation energy is multiplied by $\mu_r$, which rescales $f$ slightly but does not move its maximum. What remains is the scattering from the moving proton, whose amplitude is smaller by a factor of order $(m_e/m_p)^2$. That shift is therefore not a real displacement of the maximum.

**The resist.** An energy of 5 keV lies in the rough range of low-voltage electron-beam lithography; many writing tools use several tens of keV. In extreme-ultraviolet exposure, with photons of about 92 eV, the photoelectrons are far slower, and the error estimates above do not carry over to them.

The assumption that fails in any organic resist is the free atom. Hydrogen there is bonded, with a C–H distance of roughly 0.11 nm. The mean radius of the 2s orbital is $6a_0$, about 0.32 nm, and 95% of its density lies farther from the proton than that bond length. Such an orbital would extend over the carbon atom and its neighbours, so it cannot remain an undisturbed final state. A hydrogen atom in a C–H bond is also not a centre of inversion, so parity about the proton no longer forbids anything. A parity rule survives only where the molecule as a whole has an inversion centre, as in ethylene, whose even-to-even excitations still have no dipole strength.

The mixed state of part 4 indicates how much this can matter. With an illustrative p share of 10%, the strength at $q_{\min}$ becomes about $18(0.1)/D_{\min}^6=0.014$, some 200 times the pure 2s value. This is not a model of a C–H bond, but it shows that a modest loss of parity can change the strength at small $q$ by orders of magnitude, so the atomic value there is no reliable guide to a resist. What can be transferred is the general rule behind part 2: a transition between orthogonal states with no dipole matrix element has a generalized oscillator strength that vanishes at least as $q^2$, and electrons can still excite it if its matrix element is nonzero at finite momentum transfer.

## Numbers as computed

```
HYDROGEN 1s -> 2s, atomic results
overlap <2s|1s> by quadrature: 9.7e-16
<2s|r^2|1s>: -2.9797 bohr^2
small-q coefficient f/q^2: 0.1850 bohr^2
q (1/bohr)   f(2s) formula   f(2s) grid   f(2p) formula
  0.0200   7.3912e-05   7.3916e-05   4.1575e-01
  0.1000   1.8012e-03   1.8013e-03   4.0527e-01
  0.3000   1.3157e-02   1.3158e-02   3.2893e-01
  0.6708   2.7877e-02   2.7878e-02   1.3938e-01
  1.0000   2.0366e-02   2.0366e-02   4.5824e-02
  2.0000   1.6106e-03   1.6105e-03   9.0597e-04
GOS peak, formula: 0.6708 1/bohr
GOS peak, grid eigenstates: 0.6708 1/bohr
GOS peak position: 12.68 1/nm
GOS peak height: 0.02788
f(2s)/f(2p) at the peak: 0.2000
f(2p) optical limit: 0.4162
peak of |F|^2: 1.0607 1/bohr (grid 1.0606)
peak of rate per q: 0.4523 1/bohr (grid 0.4523)
WORKED EXAMPLE, first Born approximation
beam energy: 5.0 keV
energy loss: 10.204 eV
incident momentum k: 19.170 1/bohr
smallest momentum transfer: 0.01957 1/bohr
GOS at smallest momentum transfer: 7.078e-05
scattering angle at GOS peak: 2.005 degrees
forward cross section: 2.757e-03 nm^2/sr
total cross section, formula: 1.0618e-05 nm^2
total, angle integral: 1.0618e-05 nm^2
total, impact parameter: 1.0618e-05 nm^2
share of collisions below GOS peak: 59.8 %
NEGLECTED EFFECTS
higher orders, 4-state estimate, 5 keV: -0.06 %
same at twice the speed: -0.02 %
relativistic speed, change of sigma: +1.47 %
exchange amplitude scale q^2/k^2: 0.12 %
proton recoil, shift of peak q: -0.054 %
rough C-H bond length (input): 0.11 nm
mean radius of 2s: 0.318 nm
2s density beyond the bond length: 94.7 %
```
